# Born effective charges and infrared absorption in crystals of one element: a numerical check

```python
"""Born charges of elemental crystals (SI units).
Tests: (1) number of allowed Z* parameters, null space vs character formula;
(2) tight-binding trigonal Se: DFPT sum vs finite-difference Berry phase,
covariance, sum rule, tensor form; (3) Z*=0 for a triclinic two-atom crystal;
(4) IR strengths, LO-TO splitting, Lyddane-Sachs-Teller by diagonalization."""
import itertools
import numpy as np
from scipy.constants import e, epsilon_0, atomic_mass, angstrom as ang, pi

I3 = np.eye(3)
def hexa(a, c):
    return np.array([[a, 0, 0], [-a/2, a*3**0.5/2, 0], [0, 0, c]])

def space_group(A, f):
    """Brute-force search; A rows in angstrom, f fractional positions."""
    W = np.array(list(itertools.product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
    G = A @ A.T
    W = W[np.abs(W.transpose(0, 2, 1) @ G @ W - G).max(axis=(1, 2)) < 1e-8]
    ops = []
    for w in W:
        g = f @ w.T
        for t in f - g[0]:
            d = (g + t)[:, None, :] - f[None]
            hit = np.abs(d - np.round(d)).max(axis=2) < 1e-8
            if hit.any(axis=1).all():
                ops.append((A.T @ w @ np.linalg.inv(A.T), hit.argmax(axis=1)))
    return ops

def allowed(ops, s):
    rows = [np.tile(np.eye(9), (1, s))]          # acoustic sum rule
    for R, p in ops:
        for k in range(s):
            r = np.zeros((9, 9*s))
            r[:, 9*p[k]:9*p[k]+9] += np.eye(9)
            r[:, 9*k:9*k+9] -= np.kron(R, R)
            rows.append(r)
    _, sv, vt = np.linalg.svd(np.vstack(rows), full_matrices=False)
    chi = sum(((p == np.arange(s)).sum()-1)*np.trace(R)**2 for R, p in ops)/len(ops)
    return vt[sv < 1e-8], chi

a, c, u = 4.37, 4.95, 0.225
A_se = hexa(a, c)
f_se = np.array([[u, 0, 1/3], [0, u, 2/3], [-u, -u, 0]])
A_tr = np.array([[4.3, 0, 0], [1.1, 4.6, 0], [0.7, 0.9, 5.2]])
x_tr = np.array([[0, 0, 0], [1.3, 1.2, 1.55]])
z = 1/16
cases = [("diamond", 1.785*(1-I3), np.array([[0, 0, 0], [.25, .25, .25]]), 48, 0),
         ("triclinic s=2", A_tr, x_tr @ np.linalg.inv(A_tr), 2, 0),
         ("triclinic s=3", A_tr, np.array([[0, 0, 0], [.31, .17, .4], [.6, .72, .23]]), 1, 18),
         ("trigonal Se", A_se, f_se, 6, 3),
         ("hexagonal diamond", hexa(2.52, 4.12), np.array(
             [[1/3, 2/3, z], [2/3, 1/3, z+.5], [2/3, 1/3, -z], [1/3, 2/3, .5-z]]), 24, 0)]
for name, A, f, order, expect in cases:
    ops = space_group(A, f)
    null, chi = allowed(ops, len(f))
    print(f"{name}: s={len(f)} |G|={len(ops)} N(null)={len(null)} N(char)={round(chi)}")
    assert len(ops) == order and len(null) == expect and abs(chi-expect) < 1e-9
    if name == "trigonal Se":
        ops_se = ops
        assert np.abs(null[:, [1, 2, 3, 6, 8]]).max() < 1e-9
        assert np.abs(null[:, 0] + null[:, 4]).max() < 1e-9

# ---- p-orbital Slater-Koster model
Vs, Vp, d0, npow = 3.5*e, -0.8*e, 2.37*ang, 4
def bonds(A, tau, rc):
    return [(i, j, np.array(n) @ A) for n in itertools.product(range(-2, 3), repeat=3)
            for i in range(len(tau)) for j in range(len(tau))
            if 1e-12 < np.linalg.norm(tau[j] + np.array(n) @ A - tau[i]) < rc]
def hop(d):
    r = np.linalg.norm(d)
    return (d0/r)**npow*((Vs-Vp)*np.outer(d, d)/r**2 + Vp*I3)
def dhop(d, g):                                   # analytic derivative
    r2 = d @ d
    return -npow*d[g]/r2*hop(d) + (d0**2/r2)**(npow/2)*(Vs-Vp)*(
        (np.outer(I3[g], d) + np.outer(d, I3[g]))/r2 - 2*d[g]*np.outer(d, d)/r2**2)
def ham(k, tau, bl):
    H = np.zeros((len(k), 3*len(tau), 3*len(tau)), complex)
    for i, j, L in bl:
        d = tau[j] + L - tau[i]
        H[:, 3*i:3*i+3, 3*j:3*j+3] += np.exp(1j*(k @ d))[:, None, None]*hop(d)
    return H
def mesh(n, A):
    g = np.meshgrid(*[np.arange(m)/m for m in n], indexing="ij")
    return np.stack(g, -1) @ (2*pi*np.linalg.inv(A).T)
def pops(U, nocc):
    return 2*(abs(U[:, :, :nocc])**2).sum(2).mean(0).reshape(-1, 3).sum(1)

def dfpt(k, tau, bl, nocc, zion):
    s = len(tau)
    E, U = np.linalg.eigh(ham(k, tau, bl))
    dk = np.zeros((3, len(k), 3*s, 3*s), complex)
    du = np.zeros((s, 3, len(k), 3*s, 3*s), complex)
    for i, j, L in bl:
        d = tau[j] + L - tau[i]
        ph = np.exp(1j*(k @ d))[:, None, None]
        si, sj = slice(3*i, 3*i+3), slice(3*j, 3*j+3)
        for g in range(3):
            dk[g][:, si, sj] += 1j*d[g]*ph*hop(d)
            w = ph*dhop(d, g)
            du[j, g][:, si, sj] += w
            du[i, g][:, si, sj] -= w
    Uv, Uc = U[:, :, :nocc], U[:, :, nocc:].conj().transpose(0, 2, 1)
    dE = E[:, None, :nocc] - E[:, nocc:, None]
    r = [1j*(Uc @ dk[g] @ Uv)/dE for g in range(3)]
    n = pops(U, nocc)
    Z = np.zeros((s, 3, 3))
    for kap in range(s):
        for b in range(3):
            w = (Uc @ du[kap, b] @ Uv)/dE
            for al in range(3):
                Z[kap, al, b] = -4*(r[al].conj()*w).real.sum()/len(k)
        Z[kap] += (zion - n[kap])*I3
    return Z, n, E[:, nocc].min() - E[:, nocc-1].max()

A, M = A_se*ang, 78.97*atomic_mass
tau, B, vol = f_se @ A, 2*pi*np.linalg.inv(A).T, abs(np.linalg.det(A))
bl = bonds(A, tau, 3.6*ang)
assert len(bl) == 18
Z, n, gap = dfpt(mesh((16,)*3, A).reshape(-1, 3), tau, bl, 6, 4)
k12 = mesh((12,)*3, A).reshape(-1, 3)
conv = np.abs(Z - dfpt(k12, tau, bl, 6, 4)[0]).max()
assert gap > 0.2*e and conv < 1e-3 and np.abs(n-4).max() < 1e-9
assert np.abs(Z.sum(0)).max() < 1e-9
for R, p in ops_se:
    assert max(np.abs(Z[p[k]] - R @ Z[k] @ R.T).max() for k in range(3)) < 1e-8
za, zb, zc = Z[0, 0, 0], Z[0, 1, 2], Z[0, 2, 1]
assert np.abs(Z[0] - [[za, 0, 0], [0, -za, zb], [0, zc, 0]]).max() < 1e-8
assert min(abs(za), abs(zb), abs(zc)) > 1e-3

# ---- Berry phase: strings of 48 and 24 points, Richardson extrapolated
NS, NT, h = 48, 8, 1e-13
ks = [np.moveaxis(mesh([NS if i == j else NT for i in range(3)], A), j, 2)
      .reshape(NT*NT, NS, 3) for j in range(3)]
Zs = [dfpt(k.reshape(-1, 3), tau, bl, 6, 4)[0] for k in ks]
def loops(t, j):
    U = np.linalg.eigh(ham(ks[j].reshape(-1, 3), t, bl))[1][:, :, :6].reshape(NT*NT, NS, 9, 6)
    end = U[:, :1]*np.exp(-1j*np.repeat(t @ B[j], 3))[:, None]
    U = np.concatenate([U, end], 1)
    return [np.linalg.det(V[:, :-1].conj().swapaxes(2, 3) @ V[:, 1:]).prod(1)
            for V in (U, U[:, ::2])]
def berry(pat):
    """d(dipole per cell)/d(amplitude) in units of e, and gap to same-mesh DFPT."""
    out, err = 4*pat.sum(0), 0
    for j in range(3):
        lp, lm = loops(tau + h*pat, j), loops(tau - h*pat, j)
        f1, f2 = [-np.angle(x*y.conj()).mean()/(2*h) for x, y in zip(lp, lm)]
        dphi = (4*f1 - f2)/3
        out = out - 2*dphi*A[j]/(2*pi)
        ref = B[j] @ np.einsum("kab,kb->a", Zs[j], pat)
        err = max(err, abs(4*B[j] @ pat.sum(0) - 2*dphi - ref)/np.linalg.norm(B[j]))
    return out, err
Zb, errs = np.zeros((3, 3)), []
for b in range(3):
    pat = np.zeros((3, 3)); pat[0, b] = 1
    Zb[:, b], er = berry(pat); errs.append(er)
th = 2*pi*np.arange(3)/3
rad = np.stack([np.cos(th), np.sin(th), 0*th], 1)
tan = np.stack([-np.sin(th), np.cos(th), 0*th], 1)
(pA1, e1), (pA2, e2) = berry(rad), berry(tan)
assert max(errs + [e1, e2]) < 5e-4          # 1/N^4 string error and h^2
assert np.abs(Zb - Z[0]).max() < 2e-3       # plus 8x8 transverse sampling
assert np.abs(pA1).max() < 2e-3 and np.abs(pA2 - [0, 0, 3*zc]).max() < 3e-3
def dpop(pat):
    return (pops(np.linalg.eigh(ham(k12, tau+h*pat, bl))[1], 6)
            - pops(np.linalg.eigh(ham(k12, tau-h*pat, bl))[1], 6))/(2*h)*ang
dnA2 = dpop(tan)
pat = np.zeros((3, 3)); pat[0, 0] = 1
dnx = dpop(pat)
assert np.abs(dnA2).max() < 1e-7 and abs(dnx.sum()) < 1e-7

# ---- two identical atoms, triclinic cell, five filled bands
A2, t2 = A_tr*ang, x_tr*ang
Z2, n2, gap2 = dfpt(mesh((8,)*3, A2).reshape(-1, 3), t2, bonds(A2, t2, 3.9*ang), 5, 5)
assert gap2 > 0.5*e and np.abs(Z2).max() < 1e-9

# ---- zone-centre phonons from central springs
kspr, eps_inf = (130., 20., 25.), np.array([7., 7., 12.])
Phi, dist = np.zeros((9, 9)), set()
for i, j, L in bonds(A, tau, 3.8*ang):
    d = tau[j] + L - tau[i]; r = np.linalg.norm(d); dist.add(round(r/ang, 4))
    blk = kspr[int(r > 3*ang) + int(r > 3.6*ang)]*np.outer(d, d)/r**2
    Phi[3*i:3*i+3, 3*i:3*i+3] += blk
    Phi[3*i:3*i+3, 3*j:3*j+3] -= blk
w2, ev = np.linalg.eigh(Phi/M)
assert np.abs(w2[:3]).max() < 1e-9*w2[-1] and w2[3] > 1e-3*w2[-1]
w2, ev = w2[3:], ev[:, 3:]
Zm, pref = np.hstack(list(Z)), e**2/(epsilon_0*vol)
de = pref*(Zm @ ev)**2/(M*w2)                # diagonal Delta eps of each mode
iA1, iA2 = abs(rad.ravel() @ ev).argmax(), abs(tan.ravel() @ ev).argmax()
iE = [m for m in range(6) if m not in (iA1, iA2)]
assert abs(abs(tan.ravel() @ ev[:, iA2]) - 3**0.5) < 1e-8 and de[:, iA1].max() < 1e-12
assert abs(w2[iE[0]]/w2[iE[1]]-1) < 1e-9 and abs(w2[iE[2]]/w2[iE[3]]-1) < 1e-9
deA2 = 3*zc**2*pref/(M*w2[iA2])
T = np.tile(I3, (3, 1))                      # relax under force e Z^T E, centre fixed
relax = np.diag(pref*Zm @ np.linalg.solve(Phi + 50*T @ T.T, Zm.T))
assert abs(relax[2]/deA2-1) < 1e-7 and np.allclose(relax, de.sum(1), rtol=1e-7)
lo = {}
for q in (0, 2):
    lo[q] = np.linalg.eigvalsh((Phi + pref*np.outer(Zm[q], Zm[q])/eps_inf[q])/M)[3:]
    assert abs(np.prod(lo[q]/w2) - (1 + relax[q]/eps_inf[q])) < 1e-7
wLO2 = w2[iA2] + 3*zc**2*pref/(eps_inf[2]*M)
assert np.abs(lo[2]/wLO2 - 1).min() < 1e-8
thz = lambda x: np.sqrt(x)/(2*pi*1e12)

print(f"inputs: a={a} A, c={c} A, u={u}, M=78.97 u = {M:.5e} kg")
print(f"V_sigma=3.5 eV={Vs:.4e} J, V_pi=-0.8 eV={Vp:.4e} J, d0=2.37 A, power {npow}")
print(f"springs {kspr} N/m, eps_inf xx={eps_inf[0]}, zz={eps_inf[2]}")
print(f"e={e:.6e} C, eps0={epsilon_0:.6e} F/m")
print(f"cell volume = {vol:.5e} m^3; distances {sorted(float(x) for x in dist)} A")
print(f"model gap = {gap/e:.3f} eV = {gap:.3e} J; populations {np.round(n, 6)} electrons")
print(f"mesh change 12^3 -> 16^3 in Z* = {conv:.1e}")
print(f"DFPT:  a={za:.4f} b={zb:.4f} c={zc:.4f} (units of e)")
print(f"Berry: a={Zb[0,0]:.4f} b={Zb[1,2]:.4f} c={Zb[2,1]:.4f}; same-mesh gap {max(errs):.1e}")
for k in range(3):
    for al in range(3):
        print(f"Z*[atom {k}] row {'xyz'[al]}: " + " ".join(f"{x+0.0:8.4f}" for x in np.round(Z[k, al], 4)))
print(f"max |sum rule| = {np.abs(Z.sum(0)).max():.1e}")
print(f"Berry dipole/amplitude: A1 max {np.abs(pA1).max():.1e} e, A2 z {pA2[2]:.4f} e, 3c={3*zc:.4f}")
print(f"A2 polarization for s=1 pm: {3*zc*e*1e-12/vol:.4e} C/m^2")
print(f"dn/ds: A2 max {np.abs(dnA2).max():.1e}; atom 0 along x {np.round(dnx, 4)} per A")
print(f"two-atom triclinic: gap {gap2/e:.3f} eV, max|Z*| = {np.abs(Z2).max():.1e}")
print(f"e^2/(eps0 Omega) = {pref:.4f} N/m; M w^2(A2) = {M*w2[iA2]:.3f} N/m")
print(f"TO A1 {thz(w2[iA1]):.4f} THz, Delta eps max = {de[:, iA1].max():.1e}")
print(f"TO A2 {thz(w2[iA2]):.4f} THz (w={np.sqrt(w2[iA2]):.4e} rad/s), Delta eps_zz = {deA2:.4f}")
for m in (0, 2):
    print(f"TO E {thz(w2[iE[m]]):.4f} THz, Delta eps_xx = {de[0, iE[m]]+de[0, iE[m+1]]:.4f}")
print(f"static eps: xx {eps_inf[0]+relax[0]:.4f}, zz {eps_inf[2]+relax[2]:.4f}")
print(f"LST ratios: xx {1+relax[0]/eps_inf[0]:.5f}, zz {1+relax[2]/eps_inf[2]:.5f}")
print(f"LO A2 (q||c) = {thz(wLO2):.4f} THz, shift {thz(wLO2)-thz(w2[iA2]):.4f} THz")
print("optical modes q||x (THz): " + " ".join(f"{x:.4f}" for x in thz(lo[0])))
print("ALL CHECKS PASSED")
```

It prints:

```
diamond: s=2 |G|=48 N(null)=0 N(char)=0
triclinic s=2: s=2 |G|=2 N(null)=0 N(char)=0
triclinic s=3: s=3 |G|=1 N(null)=18 N(char)=18
trigonal Se: s=3 |G|=6 N(null)=3 N(char)=3
hexagonal diamond: s=4 |G|=24 N(null)=0 N(char)=0
inputs: a=4.37 A, c=4.95 A, u=0.225, M=78.97 u = 1.31133e-25 kg
V_sigma=3.5 eV=5.6076e-19 J, V_pi=-0.8 eV=-1.2817e-19 J, d0=2.37 A, power 4
springs (130.0, 20.0, 25.0) N/m, eps_inf xx=7.0, zz=12.0
e=1.602177e-19 C, eps0=8.854188e-12 F/m
cell volume = 8.18651e-29 m^3; distances [2.3713, 3.4394, 3.7135] A
model gap = 1.140 eV = 1.827e-19 J; populations [4. 4. 4.] electrons
mesh change 12^3 -> 16^3 in Z* = 3.0e-05
DFPT:  a=0.1382 b=1.1142 c=0.5463 (units of e)
Berry: a=0.1382 b=1.1142 c=0.5465; same-mesh gap 3.9e-06
Z*[atom 0] row x:   0.1382   0.0000   0.0000
Z*[atom 0] row y:   0.0000  -0.1382   1.1142
Z*[atom 0] row z:   0.0000   0.5463   0.0000
Z*[atom 1] row x:  -0.0691  -0.1197  -0.9650
Z*[atom 1] row y:  -0.1197   0.0691  -0.5571
Z*[atom 1] row z:  -0.4731  -0.2731   0.0000
Z*[atom 2] row x:  -0.0691   0.1197   0.9650
Z*[atom 2] row y:   0.1197   0.0691  -0.5571
Z*[atom 2] row z:   0.4731  -0.2731   0.0000
max |sum rule| = 9.2e-16
Berry dipole/amplitude: A1 max 7.9e-14 e, A2 z 1.6395 e, 3c=1.6388
A2 polarization for s=1 pm: 3.2073e-03 C/m^2
dn/ds: A2 max 1.3e-12; atom 0 along x [ 0.3334 -0.1667 -0.1667] per A
two-atom triclinic: gap 1.540 eV, max|Z*| = 9.1e-16
e^2/(eps0 Omega) = 35.4139 N/m; M w^2(A2) = 48.431 N/m
TO A1 7.0990 THz, Delta eps max = 7.3e-32
TO A2 3.0586 THz (w=1.9218e+13 rad/s), Delta eps_zz = 0.6546
TO E 4.5125 THz, Delta eps_xx = 0.2468
TO E 7.9224 THz, Delta eps_xx = 0.1291
static eps: xx 7.3760, zz 12.6546
LST ratios: xx 1.05371, zz 1.05455
LO A2 (q||c) = 3.1409 THz, shift 0.0823 THz
optical modes q||x (THz): 3.0586 4.5125 4.5892 7.0990 7.9224 7.9963
ALL CHECKS PASSED
```
